\section*{Attachment asymmetry and the damping or pairing of growing atomic steps, part 2}

During growth, deposited adatoms diffuse on the terraces of a stepped surface and join the steps. The question is whether unequal terrace widths even out or become more unequal, depending on the side from which adatoms attach more easily.

The steps are straight, parallel and one atomic layer high. The surface descends towards $+x$, and growing steps move that way. Terrace $n$, of width $l_n$, lies below step $n$ and above step $n+1$. Lengths are in nm and times in s.

The adatom coverage $\theta$ is the fraction of sites occupied, and $\theta_{\rm eq}$ is its value when attachment and detachment balance. The net flow into a step is $k_+(\theta-\theta_{\rm eq})$ from its lower terrace and $k_-(\theta-\theta_{\rm eq})$ from its upper one. With the diffusion constant $D$, the attachment lengths are $d_\pm=D/k_\pm$, and $d=d_++d_-$. Easy attachment from below means $d_+<d_-$; from above, $d_->d_+$ is reversed to $d_-<d_+$. In the table of computed values, `d_low` is $d_+$ and `d_up` is $d_-$.

Atoms arrive at the rate $R$. They do not desorb, form islands, cross steps without attaching or feel a sideways force, and $\theta_{\rm eq}$ is the same at all steps. The coverage is assumed to follow the momentary widths (the quasistatic approximation). A terrace of width $l$ then sends the flows $v_+(l)$ to its left step and $v_-(l)$ to its right step. With $V_n$ the speed of step $n$,
\begin{equation}
\frac{dl_n}{dt}=V_{n+1}-V_n
=v_+(l_{n+1})+v_-(l_n)-v_+(l_n)-v_-(l_{n-1}).\label{law}
\end{equation}

For small deviations $\varepsilon_n=l_n-L$ from the mean width $L$, waves $\varepsilon_n\propto e^{iqn+\sigma t}$ have the rate
\begin{equation}
\sigma(q)=-R\,\frac{d_-^2-d_+^2}{(L+d)^2}\,(1-\cos q)+iR\sin q .\label{sigma}
\end{equation}
With easy attachment from above, the alternating wave $q=\pi$ grows fastest: this is step pairing.

The example has $L=50$~nm, $R=0.1$ monolayer/s, $D=10^5$~nm$^2$/s, $\theta_{\rm eq}=0.001$, and attachment lengths of 5~nm on the easy side and 50~nm on the hard side.

\section{Large disturbances, pairing and the limits of the result}

\textbf{Q.} Before I raise further objections, which results are we taking along?

\textbf{A.} The surface descends towards $+x$, and terrace $n$, of width $l_n$, lies between step $n$ and step $n+1$. The mean width is $L$ and the deposition rate is $R$. The attachment lengths are $d_+=D/k_+$ for entry from the lower terrace and $d_-=D/k_-$ for entry from the upper one, with $d=d_++d_-$. A terrace of width $l$ adds $v_+(l)$ to the speed of its left step and $v_-(l)$ to that of its right step. These obey
\begin{equation}
v_++v_-=Rl,\qquad v_+-v_-=g(l)=R(d_--d_+)\frac{l}{l+d},
\end{equation}
and $g'(l)=R(d_-^2-d_+^2)/(l+d)^2$. The widths follow Eq.~\eqref{law}, and small waves of phase $q$ have the rate \eqref{sigma}. In the example $L=50$~nm and $R=0.1$ monolayer/s, with attachment lengths of 5~nm on the easy side and 50~nm on the hard side.

\textbf{Q.} Equation~\eqref{sigma} holds for small disturbances. Steps on a real surface may be spaced quite irregularly. Could a large disturbance grow although all small ones decay?

\textbf{A.} Its variance cannot grow, as long as no two steps meet. To show this, take $N$ steps on a ring, so that step $N+1$ is step 1 again, and write $g_n=g(l_n)$. The sum and difference above give $v_\pm=(Rl\pm g)/2$. Insertion into Eq.~\eqref{law} yields
\begin{equation}
\frac{dl_n}{dt}=\frac R2(l_{n+1}-l_{n-1})+\frac12(g_{n+1}-2g_n+g_{n-1}).\label{split}
\end{equation}
The terms $Rl_n/2$ from $v_-(l_n)$ and $-v_+(l_n)$ have cancelled. Multiply by $l_n$ and sum over the ring. The first term gives
\begin{equation}
\frac R2\sum_n(l_nl_{n+1}-l_nl_{n-1})=0,
\end{equation}
because a shift of the index by one turns the second sum into the first. In the second term we use the same shift in the form
\begin{equation}
\sum_n l_n(g_n-g_{n-1})=\sum_n l_{n+1}(g_{n+1}-g_n).
\end{equation}
The result is
\begin{equation}
\frac{d}{dt}\,\frac12\sum_n l_n^2=-\frac12\sum_n(l_{n+1}-l_n)(g_{n+1}-g_n).\label{var}
\end{equation}
The sum of all widths is constant, so the left side is also the rate of change of
\begin{equation}
S=\frac12\sum_n(l_n-L)^2 .
\end{equation}
For $d_->d_+$ the function $g$ increases with $l$. The two brackets in Eq.~\eqref{var} then have the same sign, and $S$ falls unless all widths are equal. For $d_-<d_+$ the function $g$ decreases, and $S$ rises unless all widths are equal.

\textbf{Q.} Falling is not the same as falling to zero.

\textbf{A.} No, so we need a lower bound on the rate. No width exceeds the total length $NL$, and hence
\begin{equation}
|g'(l)|\ge m=\frac{R\,|d_-^2-d_+^2|}{(NL+d)^2}
\end{equation}
for all widths that can occur. By the mean value theorem, $|g_{n+1}-g_n|\ge m|l_{n+1}-l_n|$. We also need to compare the differences of neighbours with the deviations from the mean. A wave of phase $q$ has neighbour differences whose squared magnitude is $|e^{iq}-1|^2=2(1-\cos q)$ times that of the wave. On the ring the smallest non-zero phase is $2\pi/N$, so
\begin{equation}
\sum_n(l_{n+1}-l_n)^2\ge\lambda\sum_n(l_n-L)^2,\qquad
\lambda=2\left(1-\cos\frac{2\pi}{N}\right).
\end{equation}
The sum on the right is $2S$. For $d_->d_+$, Eq.~\eqref{var} therefore gives $dS/dt\le-m\lambda S$, and $S$ decays at least exponentially. For $d_-<d_+$ it gives $dS/dt\ge m\lambda S$. The widths are bounded, so $S$ cannot grow for ever. Unless all widths are equal at the start, two steps must therefore meet after a finite time.

\textbf{Q.} You said ``as long as no two steps meet''. Can they meet even when attachment is easier from below?

\textbf{A.} A sufficiently irregular start may bring this about. As $l_n\to0$, Eq.~\eqref{law} leaves
\begin{equation}
\frac{dl_n}{dt}\to v_+(l_{n+1})-v_-(l_{n-1}).
\end{equation}
This is negative if the terrace behind the pair is wide and the terrace ahead of it is very narrow. The damping statement thus needs a condition on the start. A sufficient one is $2S<L^2$ at the outset: a vanishing width would by itself contribute $L^2$ to $2S$, and $S$ is falling.

A train of 40 steps with random widths shows both behaviours. Its initial rms deviation from the mean width is 16.8~nm. This gives $2S=40\times16.8^2\approx11\,300$~nm$^2$, well above $L^2=2500$~nm$^2$, so the condition does not protect it. With easy attachment from below no steps met during 200~s, and the deviation fell to 4.5~nm. Now $2S=40\times4.47^2\approx800$~nm$^2$, and a later meeting is excluded within the model. With easy attachment from above, the same initial train had its first contact after 11~s, when the deviation had risen to 24.7~nm.

\textbf{Q.} After 200~s there are still 4.5~nm left. An alternating disturbance would have lost nine factors of $e$ by then. Is your damping weaker than you say?

\textbf{A.} The damping depends on the wave. For the longest wave on this ring, $q=2\pi/40$ and $1-\cos q=0.0123$, and the linear rate is
\begin{equation}
0.1\times0.2245\times0.0123=2.8\times10^{-4}~\text{s}^{-1}.
\end{equation}
Its decay time is about an hour. Long waves must therefore outlast short ones. That they make up the remaining 4.5~nm is a plausible conjecture; the waves in the final train were not separated.

\textbf{Q.} Let us return to pairing. Growth from a small amplitude is exponential, but do the paired steps really come together, or does the growth saturate?

\textbf{A.} For alternating widths $L+y$ and $L-y$ the question can be settled in closed form. Both neighbours of a wide terrace are narrow, so Eq.~\eqref{law} becomes
\begin{equation}
\frac{dy}{dt}=g(L-y)-g(L+y).
\end{equation}
Since $l/(l+d)=1-d/(l+d)$, the constant parts cancel, and
\begin{align}
\frac{dy}{dt}&=R(d_--d_+)\,d\left[\frac1{L+d+y}-\frac1{L+d-y}\right]\\
&=-\frac{2R(d_-^2-d_+^2)\,y}{(L+d)^2-y^2}.\label{ydot}
\end{align}
For small $y$ this agrees with Eq.~\eqref{sigma} at $q=\pi$, where $1-\cos q=2$. As $y$ increases the denominator shrinks, so the relative rate rises and the growth does not saturate. Separation of the variables gives
\begin{equation}
\left[\frac{(L+d)^2}{y}-y\right]dy=-2R(d_-^2-d_+^2)\,dt,
\end{equation}
and integration from $y_0$ at $t=0$ gives
\begin{equation}
(L+d)^2\ln\frac y{y_0}-\frac{y^2-y_0^2}2=-2R(d_-^2-d_+^2)\,t.\label{implicit}
\end{equation}
For $d_+>d_-$ the steps meet when $y=L$, that is, at
\begin{equation}
t_*=\frac{(L+d)^2\ln(L/y_0)-(L^2-y_0^2)/2}{2R(d_+^2-d_-^2)} .
\end{equation}
In the example, with $y_0=5$~nm,
\begin{equation}
t_*=\frac{11\,025\times2.3026-1237.5}{2\times0.1\times2475}~\text{s}=48.8~\text{s}.
\end{equation}
The pairs close after 4.9 monolayers have been deposited. With easy attachment from below, Eq.~\eqref{implicit} reduces the amplitude from 5 to 0.56~nm in the same time.

The description ends at contact. What a double step does afterwards depends on how atoms attach to it, and the model does not contain that.

\textbf{Q.} You started this train in the alternating pattern. Why should a train with random irregularities choose pairs?

\textbf{A.} Because the other waves fall behind while the disturbance is small. Write $A=0.2245$ for the asymmetry factor. With easy attachment from above the amplitude of a wave grows as $\exp[ARt(1-\cos q)]$. Relative to the alternating wave it therefore changes by the factor
\begin{equation}
\exp[-ARt(1+\cos q)].\label{select}
\end{equation}
A run with 40 steps began with random deviations of 0.041~nm rms, and its first contact came after 157~s. At that time $ARt=0.2245\times0.1\times157=3.5$. By Eq.~\eqref{select}, a wave with $q=\pi/2$ has lost a factor $e^{-3.5}\approx0.03$ relative to the alternating one.

The outcome can be measured by the correlation of neighbouring deviations, $\sum_n\varepsilon_n\varepsilon_{n+1}/\sum_n\varepsilon_n^2$. It is $-1$ for perfect alternation and near zero for unrelated widths. In the run it went from $-0.005$ to $-0.925$.

\textbf{Q.} Does your theory give that last number, or only its sign?

\textbf{A.} It gives an estimate. Each wave contributes to the correlation with the weight of its squared amplitude times $\cos q$. Put $q=\pi+\delta$. Then $1+\cos q=1-\cos\delta\approx\delta^2/2$, and for noise that contains all waves equally at the start, the square of Eq.~\eqref{select} gives the weight $e^{-a\delta^2}$ with $a=ARt$. The mean of $\cos\delta$ over this Gaussian is $e^{-1/(4a)}$. The correlation should be about
\begin{equation}
-e^{-1/(4\times3.5)}\approx-0.93 .
\end{equation}
The closeness to $-0.925$ should not be overrated. The estimate is an average over many random starts and uses linear growth up to the end, whereas the run is a single start whose last stage is nonlinear.

The selection also needs time. The strongly irregular train that had its first contact after 11~s had $ARt=0.25$, and by Eq.~\eqref{select} linear growth would have reduced even the longest waves only to about 0.6 of their amplitude relative to the alternating one. There the side of attachment makes the variance grow, but the steps meet before selection has become strong.

\textbf{Q.} Now the assumption you postponed. The steps move while the adatoms diffuse, and you ignored this.

\textbf{A.} Two things were neglected. With attachment lengths no larger than $L$, as here, the coverage needs a time of order $L^2/D$ to adjust, whereas the widths change on the scale $1/R$ or more slowly. The ratio is
\begin{equation}
\frac{RL^2}{D}=\frac{0.1\times2500}{10^5}=0.0025 .
\end{equation}
Moreover, a moving step sweeps up the adatoms in front of it and leaves room for adatoms behind it. This flow is of order $V\theta$, to be compared with $V$ itself, so its relative size is $\theta$. The coverage consists of $\theta_{\rm eq}=0.001$ and an excess whose scale is set by $RL^2/D$, for diffusion across the terrace, and $RLd_\pm/D$, for entry into the steps. Neither is larger than $0.0025$ here. These small numbers must be compared with the asymmetry factor, $0.2245$.

The neglected terms can also be retained. A numerical solution of the moving-boundary problem, with the time derivative of the coverage and the sweeping included, gives these rates for the alternating wave:
\begin{center}
\begin{tabular}{lcc}
easy attachment & quasistatic & moving boundary\\
from below & $-0.0449$ s$^{-1}$ & $-0.0453$ s$^{-1}$\\
from above & $+0.0449$ s$^{-1}$ & $+0.0445$ s$^{-1}$
\end{tabular}
\end{center}
The differences are about 1\% of the quasistatic rate. It was tested that they fall to less than 15\% of their size when $D$ is made ten times larger at fixed attachment lengths and $\theta_{\rm eq}$ ten times smaller.

\textbf{Q.} Both corrections go towards damping. What happens if the two sides are equally easy?

\textbf{A.} Then $d_+=d_-$, the real part of Eq.~\eqref{sigma} vanishes, and the small terms decide. For $d_+=d_-=20$~nm and the other parameters unchanged, the moving-boundary calculation gives $-3.7\times10^{-4}$~s$^{-1}$ for the alternating wave. This is weak damping, with a decay time of about 45 minutes. This sign does not hold for all waves. For long waves the neglected terms act the other way: linearization of the same moving-boundary problem gives weak growth, $+2.9\times10^{-5}$~s$^{-1}$ at $q=\pi/4$, so at these parameters a train with equal attachment lengths is weakly unstable. I do not claim either sign for other parameters. The general lesson is that the side of easier attachment decides the fate of the spacings when the asymmetry factor is large compared with $RL^2/D$, $RLd_\pm/D$ and $\theta_{\rm eq}$.

\textbf{Q.} Which of your other assumptions could overturn the result?

\textbf{A.} Each of them entered at a definite place. If atoms desorb or are consumed by islands, $v_++v_-=Rl$ no longer holds. The example values do not exclude islands by themselves: for a site size $a_0$ of 0.25 to 0.4~nm and stable dimers, the island spacing would be of order $a_0(D/a_0^2R)^{1/6}\approx4$ to 5~nm, far below $L$. The example describes step flow only if small clusters decay again at the peak coverage, which is about $1.8\,\theta_{\rm eq}$. If they cross a step without attaching, neighbouring terraces exchange atoms and cannot be solved one at a time. A sideways force on the adatoms adds a term to the diffusion equation, and can favour one edge even when $k_+=k_-$. If steps interact, $\theta_{\rm eq}$ varies from step to step and does not drop out. In any of these cases the rate has to be derived anew. The steps were also taken as straight, so damping of the spacings does not say that each step remains straight.

Within these limits the sign of $d_-^2-d_+^2$ decides. The values used here, with more digits, are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
mean terrace width L: 50 nm
deposition rate R: 0.1 monolayer/s
diffusion constant D: 100000 nm^2/s
equilibrium coverage: 0.0010
attachment length, easy side: 5 nm
attachment length, hard side: 50 nm
attachment coefficient, easy side: 20000 nm/s
attachment coefficient, hard side: 2000 nm/s
mean step speed R L: 5.00 nm/s
R L^2/D: 0.00250
R L d_hard/D: 0.00250
asymmetry |d_up^2-d_low^2|/(L+d)^2: 0.2245
-- easy attachment from below --
share of terrace L going to its left step: 0.7143
terrace 55 nm: to left 3.8750, to right 1.6250 nm/s
terrace 45 nm: to left 3.2625, to right 1.2375 nm/s
speed, step with 55 nm ahead: 5.1125 nm/s
speed, step with 45 nm ahead: 4.8875 nm/s
rate of change of 55 nm terrace: -0.2250 nm/s
Re sigma at q=pi/2: -0.02245 1/s
Re sigma at q=pi: -0.04490 1/s
e-folding time at q=pi: 22.27 s
full-dynamics rate at q=pi: -0.04534 1/s
-- easy attachment from above --
share of terrace L going to its left step: 0.2857
terrace 55 nm: to left 1.6250, to right 3.8750 nm/s
terrace 45 nm: to left 1.2375, to right 3.2625 nm/s
speed, step with 55 nm ahead: 4.8875 nm/s
speed, step with 45 nm ahead: 5.1125 nm/s
rate of change of 55 nm terrace: 0.2250 nm/s
Re sigma at q=pi/2: 0.02245 1/s
Re sigma at q=pi: 0.04490 1/s
e-folding time at q=pi: 22.27 s
full-dynamics rate at q=pi: 0.04446 1/s
-- further results --
equal lengths of 20 nm, full rate: -3.721e-04 1/s
initial alternating amplitude: 5.0 nm
meeting time, formula: 48.785 s
meeting time, integration: 48.785 s
deposited until meeting: 4.878 monolayers
damped amplitude at that time: 0.5588 nm
steps in random train: 40
rough train, initial rms deviation: 16.846 nm
easy from below, rms after 200 s: 4.469 nm
easy from above, rms at first contact: 24.748 nm
easy from above, first contact at: 11.19 s
small noise, initial rms: 0.0409 nm
small noise, first contact at: 157.1 s
neighbour correlation, initial: -0.005
neighbour correlation, at contact: -0.925
\end{verbatim}
